# How site disorder lowers the lattice coupling needed to trap holes

A hole shared by two sites with a transfer energy of 0.50 eV and a lattice relaxation energy of 0.45 eV sits equally on both when their levels are equal. The lattice coupling is too weak to break the symmetry. If one level is made 0.30 eV deeper and the lattice is held rigid, the occupation of the deep site rises modestly, from 50% to 64%. If the lattice may then respond, it reaches 84%. The same lattice that did nothing for the symmetric pair now does more than the level difference itself.

Static disorder thus supplies part of what localizes the hole, and less is left for the lattice to supply. This holds for trapping on the deeper site. For trapping on the shallower one the effect is reversed, so the phrase "critical coupling" needs a definition before one can say that disorder reduces it.

## The model and its energy

Take one hole on two sites with levels \(-\Delta/2\) and \(+\Delta/2\), where \(\Delta\ge 0\), and a transfer matrix element \(-t\) with \(t>0\). Each site carries a local distortion \(x_i\) of stiffness \(K\), which lowers the site's level by \(g x_i\). The lattice is classical for now, and the algebra uses atomic units. With real amplitudes \(c_1,c_2\) and occupations \(n_i=c_i^2\), \(n_1+n_2=1\), the energy is

\[
E=-2t\,c_1c_2-\frac{\Delta}{2}(n_1-n_2)-g(x_1n_1+x_2n_2)+\frac K2(x_1^2+x_2^2).
\]

Setting \(\partial E/\partial x_i=-gn_i+Kx_i=0\) gives \(x_i=gn_i/K\). The two lattice terms then add up to \(-(g^2/2K)(n_1^2+n_2^2)\). A fully localized hole therefore gains \(E_p=g^2/(2K)\), the relaxation energy.

Let \(m=n_1-n_2\), so that \(n_{1,2}=(1\pm m)/2\). Then \(n_1^2+n_2^2=(1+m^2)/2\). With amplitudes of equal sign, which lower the energy for \(t>0\), \(2c_1c_2=\sqrt{1-m^2}\). Hence

\[
E(m)=-t\sqrt{1-m^2}-\frac{\Delta}{2}m-\frac{E_p}{2}(1+m^2).
\]

The first two derivatives are

\[
E'(m)=\frac{t\,m}{\sqrt{1-m^2}}-\frac{\Delta}{2}-E_p m,\qquad
E''(m)=\frac{t}{(1-m^2)^{3/2}}-E_p .
\]

For equal levels, \(E''(0)=t-E_p\). The shared state is stable for \(E_p<t\). Above that, \(E'=0\) with \(m\neq0\) requires \(\sqrt{1-m^2}=t/E_p\), so the hole settles at \(m=\pm\sqrt{1-(t/E_p)^2}\). This is a sharp threshold at \(E_p=t\), here 0.50 eV.

## What disorder does to the threshold

Any \(\Delta>0\) removes the sharp threshold, because \(E'(0)=-\Delta/2\) is no longer zero and the hole is always somewhat polarized. What can still be asked is how much coupling brings the polarization to a chosen value \(m_*\), with \(0<m_*<1\).

The question has one answer if the lowest state is unique and \(m\) grows with \(E_p\). Both hold:

- On \(0<m<1\), \(E'\) starts at \(-\Delta/2<0\) and ends at \(+\infty\). Its second derivative, \(3tm/(1-m^2)^{5/2}\), is positive. A convex function that starts negative and ends positive crosses zero once, and with positive slope. So there is one stationary point with \(m>0\), and it is a minimum.
- \(E(m)-E(-m)=-\Delta m<0\), so the lowest state has \(m>0\).
- Differentiating \(E'(m)=0\) along the solution gives \(E''\,dm-m\,dE_p=0\), or \(dm/dE_p=m/E''>0\).

Now put \(m=m_*\) in the balance \(E'=0\) and divide by \(m_*\):

\[
\boxed{E_p^*(\Delta)=\frac{t}{\sqrt{1-m_*^2}}-\frac{\Delta}{2m_*}}
\]

At \(\Delta=0\) this agrees with the symmetric solution above. At fixed \(t\) and \(m_*\), disorder lowers the required coupling linearly.

Take 80% occupation of the deep site as the criterion, so \(m_*=0.6\) and \(\sqrt{1-m_*^2}=0.8\). Equal levels need \(0.50/0.8=0.625\) eV. A difference of 0.30 eV removes \(0.30/1.2=0.25\) eV and leaves 0.375 eV. The example's 0.45 eV lies between the two, so it fails the criterion without disorder and meets it with disorder. Minimizing the energy directly over both distortions gave the same thresholds, and also 0.500 eV at \(\Delta=0.15\) eV and 0.125 eV at \(\Delta=0.60\) eV.

The formula reaches zero at \(\Delta=2tm_*/\sqrt{1-m_*^2}=0.75\) eV. Beyond this the level difference meets the criterion with a rigid lattice. Such a hole is trapped by disorder, and the lattice merely deepens the trap.

## Who pays for localization

The balance \(E'=0\) compares energies per unit of added polarization. At \(m_*=0.6\) the loss of transfer energy costs \(0.50\times0.6/0.8=0.375\) eV. With equal levels the lattice pays all of it. With \(\Delta=0.30\) eV the levels pay \(\Delta/2=0.15\) eV and the lattice pays \(E_p^*m_*=0.225\) eV. In these increments, site energy replaces lattice energy one for one.

The total energies follow a different rule. Relative to \(m=0\), the three parts at threshold are

\[
\underbrace{t\bigl(1-\sqrt{1-m_*^2}\bigr)}_{\text{transfer cost}},\qquad
\underbrace{\Delta m_*/2}_{\text{site gain}},\qquad
\underbrace{E_p^*m_*^2/2}_{\text{lattice gain}} .
\]

The transfer cost is 0.100 eV in both cases. Without disorder the lattice gain is 0.1125 eV. With disorder the site gain is 0.090 eV and the lattice gain 0.0675 eV. The lattice contribution has fallen by 0.045 eV, half the site gain. The half follows from inserting the fall of the threshold, \(\Delta/(2m_*)\), into the lattice gain: \((m_*^2/2)\,\Delta/(2m_*)=\Delta m_*/4\). The lattice gain is quadratic in \(m\) and the site gain is linear. The gains exceed the cost in both cases because the state at \(m_*\) is the energy minimum and so lies below the state at \(m=0\).

## Why this is more than a deep level

A deep level attracts a hole on any lattice. To isolate the lattice's part, compare the relaxed state with one in which the two distortions are forced to be equal. At \(x_1=x_2=x\) the lattice energy is \(-gx+Kx^2\), whatever the value of \(m\). Its minimum, at \(x=g/(2K)\), is \(-g^2/(4K)=-E_p/2\). The hole then sees the bare levels, with energy \(-\sqrt{t^2+\Delta^2/4}\) and polarization

\[
m_0=\frac{\Delta/2}{\sqrt{t^2+\Delta^2/4}} .
\]

The energy gained by letting the distortions differ is

\[
G=-\sqrt{t^2+\Delta^2/4}-\frac{E_p}{2}-E(m),
\]

with \(m\) at its equilibrium value. Since \(E'(m)=0\) there, a change of \(\Delta\) alters \(E(m)\) only through its explicit term, and \(dE/d\Delta=-m/2\). The square-root term contributes \(-m_0/2\). Therefore

\[
\frac{dG}{d\Delta}=\frac{m-m_0}{2}>0 .
\]

The sign follows from the balance. We have \(tm/\sqrt{1-m^2}=\Delta/2+E_pm\), which exceeds \(\Delta/2=tm_0/\sqrt{1-m_0^2}\), and \(m/\sqrt{1-m^2}\) increases with \(m\).

So disorder increases the energy released by the trapping distortion itself. For \(E_p<t\), \(G\) is zero at equal levels and positive for any \(\Delta>0\). In the example \(m_0=0.287\) and \(m=0.670\). The energies without the common \(-E_p/2\) are \(-0.522\) eV for equal distortions and \(-0.573\) eV after relaxation, so \(G=0.051\) eV. For very large \(\Delta\) both states sit on the deep site and the transfer energy drops out. Then \(G\to(\Delta/2+E_p)-(\Delta/2+E_p/2)=E_p/2\), or 0.225 eV here.

Two limits show how strongly the lattice amplifies a small bias:

- For \(E_p<t\) and small \(\Delta\), \(\sqrt{1-m^2}\approx1\), and the balance gives \(m\approx(\Delta/2)/(t-E_p)\). A rigid lattice gives \(m_0\approx\Delta/(2t)\). The ratio is \(1/(1-E_p/t)\), which is 10 in the example for a classical lattice at zero temperature; a quantum lattice with a 0.06 eV phonon lowers it to about 4 at zero temperature and 3 at 300 K. At 0.30 eV the response is no longer linear and the ratio has dropped to \(0.670/0.287\approx2.3\).
- At \(E_p=t\) the linear terms cancel. From \(1/\sqrt{1-m^2}\approx1+m^2/2\) what remains is \(tm^3/2\approx\Delta/2\), so \(m\approx(\Delta/t)^{1/3}\). The response is then steeper than linear at the origin.

## The threshold that disorder raises

In a symmetric pair above threshold, the hole can be held on either site. If this bistability is what "self-trapping" means, disorder works against it.

Look for a minimum on the shallow side, \(m=-p\) with \(0<p<1\). There

\[
E'(-p)=h(p)-\frac{\Delta}{2},\qquad h(p)=E_pp-\frac{tp}{\sqrt{1-p^2}} .
\]

A second minimum requires \(E'\) to become positive somewhere on this side, so the maximum of \(h\) must exceed \(\Delta/2\). Setting \(h'(p)=E_p-t/(1-p^2)^{3/2}=0\) gives \(1-p^2=(t/E_p)^{2/3}\), which needs \(E_p>t\). At this point \(t/\sqrt{1-p^2}=E_p(1-p^2)\), so \(h=E_pp-E_pp(1-p^2)=E_pp^3\). The condition is \(E_p\,[1-(t/E_p)^{2/3}]^{3/2}>\Delta/2\). Raising both sides to the power 2/3 gives

\[
E_p^{2/3}>t^{2/3}+\left(\frac{\Delta}{2}\right)^{2/3}.
\]

For \(\Delta=0.30\) eV the bistability threshold rises from 0.50 to 0.87 eV. Counting the minima of the energy as a function of distortion located it at the same value. At 0.45 eV the example has no trap on the shallow site.

## A population of pairs

In a disordered film \(\Delta\) varies from pair to pair. Let the site energies be independent and Gaussian with standard deviation \(\sigma\), and keep \(t\), \(E_p\) and \(m_*\) the same for all pairs. The level difference then has standard deviation \(\sqrt2\,\sigma\). For \(E_p<E_p^*(0)\), a pair meets the criterion if the magnitude of its level difference exceeds \(\Delta_c=2m_*[E_p^*(0)-E_p]\). The fraction that does so is

\[
P=\operatorname{erfc}\!\left(\frac{\Delta_c}{\sqrt2\,\sqrt2\,\sigma}\right)
=\operatorname{erfc}\!\left(\frac{m_*[E_p^*(0)-E_p]}{\sigma}\right).
\]

For \(\sigma=0.20\) eV, \(\Delta_c=1.2\times0.175=0.21\) eV and \(P=\operatorname{erfc}(0.525)=0.458\). A sample of 10,000 random pairs, each relaxed separately, gave 0.453, within the sampling error of about 0.005. Without disorder the fraction is zero. These values are for the classical lattice at zero temperature. With the quantum lattice described below (phonon energy 0.06 eV) the fraction is 0.36 at zero temperature and 0.32 at 300 K.

## How far the numbers carry

**Quantum lattice.** Only the difference of the two distortions couples to \(m\), so one vibrational mode suffices. With a phonon energy of 0.06 eV, the polarization in the example falls from 0.670 to 0.636 at zero temperature and 0.618 at 300 K. The threshold at \(\Delta=0.30\) eV rises from 0.375 to 0.41 and 0.43 eV. The example still meets the criterion at 300 K, but by only 0.02 eV, and this depends on the phonon energy chosen. At 0.13 eV the threshold is about 0.46 eV at both temperatures, and the example just misses the criterion.

For equal levels the change is one of principle. The hole and its distortion can pass together from one site to the other, and the ground state has \(m=0\) at any finite coupling. The symmetric threshold of 0.625 eV therefore belongs to the classical lattice. At that coupling the classical barrier between the two distorted states, \((E_p-t)^2/(2E_p)\), is only 0.0125 eV. The lowest level of the quantum lattice lies almost at the top of this barrier, so the two states are not well-separated traps, and clear tunnelling between them needs stronger coupling. The two lowest levels are 0.011 eV apart (listed as the tunnel splitting in the output). That is far below the level difference of 0.30 eV, which at this coupling puts 88% of the hole on the deep site. At 300 K the level difference must also exceed the thermal energy by a good margin: 0.05 eV gives only 65% and 0.10 eV gives 75%.

**More neighbours.** A deep site with \(z\) equal neighbours, each reached by a transfer \(t_b\), couples to their symmetric combination with strength \(\sqrt z\,t_b\). With six neighbours and \(t_b=0.50\) eV, the deep-site occupation is 56% on a rigid lattice and 66% on a relaxed classical one. The lattice still helps, but the 80% criterion is missed. If instead \(\sqrt6\,t_b\) is held at 0.50 eV, the occupation is 86%, slightly above that of the pair. The charge left outside is then spread over six sites, and their distortions pull the hole back less. In this star geometry the \(t\) of the pair can be read as the total transfer out of the deep site. This reading is exact only for a rigid lattice and for neighbours with no further bonds. If the six neighbours are also joined to each other by \(t_b\) in two triangles, as the oxygens of two corner-sharing tetrahedra are, the relaxed occupation at \(\sqrt6\,t_b=0.50\) eV is 72%, or 92% if all transfers have the opposite sign. On an extended simple cubic lattice with the same \(t_b\), the band edge lies \(6t_b=1.22\) eV below the site level, and a hole relaxed from the deep site spreads out, leaving less than 1% on it. With six neighbours the lattice term in the balance at 80% occupation is \(E_p(0.8-0.2/6)\) instead of \(0.6E_p\), and the threshold falls from 0.375 to 0.29 eV.

**Field and transfer.** A field of 5 MV/cm along a 2.6 angstrom pair, without local-field corrections, changes the level difference by 0.13 eV and the threshold by 0.11 eV. If it opposes the disorder, the classical threshold becomes about 0.48 eV and the example no longer meets the criterion. A transfer 10% larger raises the threshold by 0.06 eV.

**The real case.** The setting is a hole on neighbouring oxygen sites in amorphous SiO2, where holes are known to self-trap. The O–O distance is typical. The phonon energy lies within the vibrational range of silica, but well below its stretching modes at roughly 0.13 eV. The values of \(t\), \(E_p\), \(\Delta\) and \(\sigma\) are round and of plausible size, not determined for this material. \(E_p\) was placed below the symmetric threshold to isolate the effect of disorder, so the example does not say whether ordered silica traps holes. Of the effects sized here, the number of neighbours and their connections matter most: six neighbours at fixed bond transfer move the occupation from 84% to 66%, and an extended lattice can remove the trap altogether. A field of 5 MV/cm is strong but below the rough 10 MV/cm at which good thin oxides break down.

## What to do about it

When a calculation finds a localized hole in a disordered structure, compute the occupation with the lattice frozen in the geometry it has without the hole, and again with it relaxed. If the frozen lattice already meets the criterion, disorder is the trap. If only the relaxed one does, the lattice is needed. In the pair model it would suffice without disorder if \(E_p\) exceeds \(E_p^*(0)\); otherwise both are needed. Starting the relaxation from a distortion around each candidate site shows whether the shallower ones can hold the hole too. All these answers depend on the electronic-structure method: semilocal density functionals tend to spread a hole too widely, and Hartree–Fock tends to localize it too strongly. Check that the diagnosis survives a reasonable change of functional.

The following rule is that of the pair model. In an extended material the trap competes with the band edge, so the coupling that suffices without disorder must be computed for the real connectivity and not taken from the pair formula. To reduce trapping, first find out on which side of that coupling, \(E_p^*(0)\) for the pair, the system lies. Below it, and with \(t\) and \(E_p\) unchanged, a narrower spread of site energies lowers the trapped fraction, because the argument of erfc grows as \(1/\sigma\). Above it, the classical model traps the hole even with equal levels, and a more uniform structure will not remove the traps. Then the transfer must rise or the relaxation energy must fall. The main computed values are collected in the numerical output below.

## Calculated quantities

```
transfer t: 0.50 eV
relaxation energy E_p: 0.45 eV
level difference Delta: 0.30 eV
site-energy width sigma: 0.20 eV
phonon energy: 0.06 eV
O-O distance: 2.6 angstrom
oxygen mass used: 16.0 u
criterion m*: 0.60
criterion, deep-site occupation: 0.80
stiffness K: 13.78 eV/angstrom^2
localization threshold, Delta=0.00 eV: 0.6250 eV
localization threshold, Delta=0.15 eV: 0.5000 eV
localization threshold, Delta=0.30 eV: 0.3750 eV
localization threshold, Delta=0.60 eV: 0.1250 eV
Delta that needs no lattice: 0.7500 eV
bistability threshold, Delta=0.15 eV: 0.7260 eV
bistability threshold, Delta=0.30 eV: 0.8713 eV
bistability threshold, Delta=0.60 eV: 1.1194 eV
symmetric m at E_p=0.9t: 0.0000
symmetric m at E_p=1.2t: 0.5528
example m, rigid lattice: 0.2873
example m, relaxed lattice: 0.6703
deep-site occupation, rigid: 0.6437
deep-site occupation, relaxed: 0.8352
deep-site distortion: 0.2134 angstrom
shallow-site distortion: 0.0421 angstrom
unequal-distortion gain, Delta=0: 0.0000 eV
unequal-distortion gain, example: 0.0507 eV
slope of gain with Delta: 0.1915
weak-bias amplification: 10.00
at threshold, Delta=0, transfer cost: 0.1000 eV
at threshold, Delta=0, site gain: 0.0000 eV
at threshold, Delta=0, lattice gain: 0.1125 eV
at threshold, example, transfer cost: 0.1000 eV
at threshold, example, site gain: 0.0900 eV
at threshold, example, lattice gain: 0.0675 eV
lattice gain saved by disorder: 0.0450 eV
trapped fraction, formula: 0.458
trapped fraction, sampled: 0.453
quantum lattice m, 0 K: 0.6360
quantum lattice m, 300 K: 0.6179
quantum threshold, example Delta, 0 K: 0.4107 eV
quantum threshold, example Delta, 300 K: 0.4298 eV
tunnel splitting, Delta=0, at threshold: 0.0109 eV
thermal energy at 300 K: 0.0259 eV
six neighbours, same bond t, occupation: 0.6633
same, rigid lattice, occupation: 0.5608
six neighbours, same total t, occupation: 0.8631
oxide field: 5.0 MV/cm
field bias between sites: 0.1300 eV
threshold shift from field, magnitude: 0.1083 eV
threshold shift for 10% larger t: 0.0625 eV
```
